\section*{Absorption of normally incident electrons in metal-covered graphene}

\section{Definitions and conventions}

Graphene fills the $xy$ plane. Metal covers the strip $0<x<L$, and bare graphene continues on both sides. An electron arrives from the left with energy $E$, measured from the Dirac point of the bare sheet. Time dependence is $e^{-iEt/\hbar}$. In one valley the two-component amplitude $\psi=(\psi_A,\psi_B)^T$, one component per sublattice, obeys $H\psi=E\psi$ with
\begin{equation}
H=\hbar v(\sigma_xk_x+\sigma_yk_y)+U(x)-i\eta(x),\qquad k_x=-i\partial_x .
\label{H}
\end{equation}
Here $v$ is the Dirac velocity, $U$ the real band shift under the metal and $\eta\ge0$ the strength of the absorptive self-energy. Both vanish in bare graphene. The strip is uniform along $y$, so $k_y$ is conserved; normal incidence means $k_y=0$. The combination
\begin{equation}
z=E-U+i\eta
\end{equation}
occurs throughout. $R$, $T$ and $A=1-R-T$ are the reflected, transmitted and absorbed fractions of the incident current.

The claim is that at $k_y=0$
\begin{equation}
R=0,\qquad A=1-e^{-2\eta L/(\hbar v)}
\label{claim}
\end{equation}
for constant $\eta$. Three conditions matter: the sheet continues beyond the metal, both sublattices have the same coupling and the same band shift, and the metal returns no coherent wave.

\section{Where the self-energy comes from}

Let a graphene site with amplitude $\psi$ couple through matrix elements $w_n$ to metal states of energy $\epsilon_n$ and amplitude $c_n$. The metal equations are $(E-\epsilon_n)c_n=w_n\psi$. With no wave entering from the metal, $E$ is replaced by $E+i0^+$, and eliminating $c_n$ adds to the site equation the term $\Sigma\psi$ with
\begin{equation}
\Sigma=\sum_n\frac{|w_n|^2}{E-\epsilon_n+i0^+}
=\mathcal P\sum_n\frac{|w_n|^2}{E-\epsilon_n}
-i\pi\sum_n|w_n|^2\delta(E-\epsilon_n).
\end{equation}
The real part is absorbed in $U$. The imaginary part is $-i\eta$. The model takes it as independent of energy, equal on all covered sites, and without elements between different sites. It is then proportional to the unit matrix in sublattice space, which is the meaning of \emph{scalar}.

If $-i\eta$ acts alone, $i\hbar\dot\psi=-i\eta\psi$ gives $\psi\propto e^{-\eta t/\hbar}$ and $|\psi|^2\propto e^{-2\eta t/\hbar}$. The lifetime of the probability is therefore $\hbar/(2\eta)$. The factor 2 comes from squaring the amplitude.

\section{Current balance}

Write the stationary equation with $k_x=-i\partial_x$ and multiply from the left by $\psi^\dagger$:
\begin{equation}
-i\hbar v\,\psi^\dagger\sigma_x\psi'+\hbar vk_y\psi^\dagger\sigma_y\psi
+(U-E-i\eta)|\psi|^2=0 .
\end{equation}
Subtract the complex conjugate. The terms with $k_y$, $U$ and $E$ are real and cancel, leaving
\begin{equation}
-i\hbar v\left(\psi^\dagger\sigma_x\psi'+\psi'^\dagger\sigma_x\psi\right)-2i\eta|\psi|^2=0 .
\end{equation}
The bracket is the derivative of $\psi^\dagger\sigma_x\psi$. With the current $j=v\psi^\dagger\sigma_x\psi$,
\begin{equation}
\frac{dj}{dx}=-\frac{2\eta}{\hbar}|\psi|^2 .
\label{cont}
\end{equation}
Since $j(0)=j_{\rm in}(1-R)$ and $j(L)=j_{\rm in}T$, integration gives
\begin{equation}
A=1-R-T=\frac{2}{\hbar j_{\rm in}}\int_0^L\eta|\psi|^2dx .
\label{loss}
\end{equation}
The absorbed fraction is thus the probability of passing into the metal, and it is never negative.

\section{Normal incidence}

The eigenvectors of $\sigma_x$ are $\chi_\pm=(1,\pm1)^T/\sqrt2$, with eigenvalues $\pm1$. Expand $\psi=\psi_+\chi_++\psi_-\chi_-$. At $k_y=0$ the matrices in $H$ are $\sigma_x$ and the unit matrix, so the components separate:
\begin{equation}
\mp i\hbar v\,\psi_\pm'=z\psi_\pm
\quad\Longrightarrow\quad
\psi_\pm'=\pm\frac{iz(x)}{\hbar v}\psi_\pm .
\label{chiral}
\end{equation}
The current is $j=v(|\psi_+|^2-|\psi_-|^2)$: $\psi_+$ moves right and $\psi_-$ moves left, whatever the sign of $E$.

No wave comes in from the right, so $\psi_-=0$ for $x>L$. A finite jump of $U$ or $\eta$ leaves $\psi$ continuous. The equation for $\psi_-$ is linear, first order and without a source, so a solution that vanishes at one point vanishes everywhere. Hence $\psi_-=0$ also for $x<0$, and $R=0$. The other component integrates to
\begin{equation}
t=\frac{\psi_+(L)}{\psi_+(0)}
=\exp\left[\frac{i}{\hbar v}\int_0^L(E-U+i\eta)\,dx\right].
\end{equation}
The real part of $z$ gives a phase. Squaring the modulus,
\begin{equation}
T=\exp\left[-\frac{2}{\hbar v}\int_0^L\eta\,dx\right],\qquad A=1-T,
\label{general}
\end{equation}
which for constant $\eta$ is Eq.~(\ref{claim}). In the other valley $\sigma_xk_x$ changes sign; $\chi_+$ and $\chi_-$ exchange roles and the result is the same.

The electron crosses the strip at speed $v$ whatever its energy, in the time $L/v$, and survives with probability $e^{-(2\eta/\hbar)(L/v)}$. The band shift drops out because it does not change this speed. Define
\begin{equation}
s=\frac{2\eta L}{\hbar v},\qquad \ell=\frac{\hbar v}{2\eta},\qquad A=1-e^{-s}.
\end{equation}
For $L\ll\ell$, $A\approx L/\ell$; for $L\gg\ell$, $A$ approaches 1. At normal incidence, making $\eta$ larger does not restore reflection in this model.

Equation~(\ref{general}) was tested by integrating both spinor components across 100 nm with
$U=-0.2\sin^2(\pi x/L)+0.03\cos(0.2x)$ in eV and $\eta=5[1+0.8\sin(0.07x)]$ in meV, $x$ in nm. The integration and the formula both give $T=0.209717$.

\section{A sheet that ends under the metal}

Let the graphene stop at $x=L$ in a zigzag edge, where one sublattice component vanishes. Since $\psi_{A,B}=(\psi_+\pm\psi_-)/\sqrt2$, this means $\psi_-(L)=\mp\psi_+(L)$: the edge returns the full amplitude in the same valley. By Eq.~(\ref{chiral}), $\psi_+(L)=e^{izL/\hbar v}\psi_+(0)$ and $\psi_-(0)=e^{izL/\hbar v}\psi_-(L)$. Therefore
\begin{equation}
r=\mp e^{2izL/\hbar v},\qquad R=e^{-2s},\qquad A=1-e^{-2s}.
\label{ended}
\end{equation}
The strip is crossed twice. The wave returned comes from the edge and not from the start of the metal.

\section{Oblique incidence}

For $k_y\ne0$, insert $\psi=(a,b)^Te^{iqx+ik_yy}$ in a uniform region:
\begin{equation}
\hbar v(q-ik_y)b=za,\qquad \hbar v(q+ik_y)a=zb .
\end{equation}
Multiplying the two gives $\hbar^2v^2(q^2+k_y^2)=z^2$; take the root with $\mathrm{Im}\,q>0$. The second gives
\begin{equation}
\frac ba=\frac{\hbar v(q+ik_y)}{z}\equiv e^{i\theta}
\end{equation}
with complex $\theta$. Reversing $q$ gives $b/a=-\hbar v(q-ik_y)/z=-e^{-i\theta}$. In bare graphene $\theta$ becomes the real angle of incidence $\varphi$, with $\hbar vk_y=E\sin\varphi$.

At a single sharp interface with a long covered region, continuity of the two components reads
\begin{equation}
1+r_1=\tau,\qquad e^{i\varphi}-r_1e^{-i\varphi}=\tau e^{i\theta}.
\end{equation}
Eliminating $\tau$,
\begin{equation}
r_1=\frac{e^{i\varphi}-e^{i\theta}}{e^{-i\varphi}+e^{i\theta}} .
\label{interface}
\end{equation}
At small angles the numerator is $i(\varphi-\theta)$ and the denominator 2, with $\varphi\approx\hbar vk_y/E$ and $\theta\approx\hbar vk_y/z$. Thus
\begin{equation}
r_1\approx\frac{i\hbar vk_y}{2}\left(\frac1E-\frac1z\right).
\end{equation}
At the far interface the two media are exchanged, so its reflection amplitude is $-r_1$ to this order. Both transmissions are 1 to leading order, and the round trip contributes $e^{2iqL}\approx e^{2izL/\hbar v}$. Repeated reflections are of third order. The strip reflects
\begin{equation}
r\approx\frac{i\hbar vk_y}{2}\left(\frac1E-\frac1z\right)
\left(1-e^{2izL/\hbar v}\right).
\label{small}
\end{equation}
This needs $\hbar v|k_y|\ll|E|,|z|$ and $\hbar vk_y^2L\ll|z|$, the latter to keep the phase correct. The second condition can be dropped for $L\gg\ell$, where the wave from the far interface has died out. Reflection grows as the square of the angle, and both the band shift and $\eta$ contribute to it.

\section{Unequal sublattices}

Let $\eta_{A,B}=\eta\pm\delta$, with the mean held fixed. This adds $-i\delta\sigma_z$ to $H$. Because $\sigma_z\chi_+=\chi_-$, right-movers now feed left-movers:
\begin{equation}
i\hbar v\psi_-'=z\psi_-+i\delta\psi_+
\quad\Longrightarrow\quad
\psi_-'=-\frac{iz}{\hbar v}\psi_-+\frac{\delta}{\hbar v}\psi_+ .
\end{equation}
To first order put $\psi_+=e^{izx/\hbar v}$ and $\psi_-=c(x)e^{-izx/\hbar v}$. Then $c'=(\delta/\hbar v)e^{2izx/\hbar v}$ with $c(L)=0$, and
\begin{equation}
r=c(0)=-\frac{\delta}{\hbar v}\int_0^Le^{2izx/\hbar v}dx
=\frac{\delta}{2iz}\left(1-e^{2izL/\hbar v}\right).
\label{delta}
\end{equation}
The reflection is weak when $|\delta|\ll|z|$, which strong doping under the metal secures.

The opposite case is solvable without expansion. Let one sublattice couple, $\delta=\eta$, and let the energy lie at the covered Dirac point, $E=U$. The stationary equation becomes $\sigma_x\psi'=-(2\eta/\hbar v)(\psi_A,0)^T$, or
\begin{equation}
\psi_B'=-\frac{2\eta}{\hbar v}\psi_A,\qquad \psi_A'=0 .
\end{equation}
So $\psi_A$ is constant and $\psi_B$ falls by $s\psi_A$ across the strip. Up to a common factor, the left side has $\psi_A=1+r$, $\psi_B=1-r$, and the right side has both equal to $t$. Hence $t=1+r$ and $1-r-s(1+r)=1+r$, which give
\begin{equation}
r=-\frac{s}{2+s},\qquad t=\frac{2}{2+s},\qquad
A=1-\frac{s^2+4}{(2+s)^2}=\frac{4s}{(2+s)^2}.
\label{half}
\end{equation}
Since $(2+s)^2-8s=(s-2)^2\ge0$, $A\le1/2$, with equality at $s=2$. Here stronger coupling eventually reflects the electron. Absorption as such does not guarantee a reflectionless contact. At normal incidence, in a sheet that continues beyond the metal, the scalar form does.

\section{Worked example}

Take $v=10^6$ m/s, so $\hbar v=0.6582$ eV\,nm, with $\eta=5$ meV, $L=100$ nm, $E=0.10$ eV and $U=-0.20$ eV. Then
\begin{align}
\ell&=\frac{0.6582\ \text{eV nm}}{2\times0.005\ \text{eV}}=65.8\ \text{nm},\\
s&=\frac{100}{65.82}=1.519,\\
A&=1-e^{-1.519}=1-0.219=0.781 .
\end{align}
The lifetime under the metal is 65.8 fs. For 90\,\% absorption $L=\ell\ln10=152$ nm. At 25, 50, 200 and 400 nm, with $\eta$ fixed, $A$ is 0.316, 0.532, 0.952 and 0.998. If the sheet ends at 100 nm, Eq.~(\ref{ended}) gives 0.952, the value of an open strip twice as long.

\subsection{Comparison with the honeycomb lattice}

Let the current flow along one bond direction. Each atom has one neighbour along this direction and two neighbours on the other side, displaced by $\pm a/2$ along $y$, where $a$ is the lattice constant. For nearest-neighbour hopping $t_0$, the latter pair couples with $2t_0\cos(k_ya/2)$. At the Dirac-point momentum $k_y=2\pi/(3a)$ this equals $t_0$, and the sheet reduces to a uniform chain.

Set the bond length to 0.142 nm and $t_0$ to 3.090 eV, which together reproduce $v$. Smooth the metal edges with a hyperbolic tangent of width parameter 1 nm, which rises from 10 to 90\,\% over 2.2 nm, and assign the profile to chain sites at their mean spacing, three quarters of a bond. The chain's Green function then gives $R=4.9\times10^{-22}$, a remainder set by where the tails of the profile are cut off. The true atomic rows are displaced from these even positions by $d=0.018$ nm, alternately forward and back. A profile smooth in the true position therefore adds a term $\pm d\,U'(x)\sigma_z$ to $H$, which the program omits. By the same first-order step that led to Eq.~(\ref{delta}), each edge then reflects an amplitude of at most $d|U|/(\hbar v)\approx0.005$, so $R$ can reach a few times $10^{-5}$. The loss summed over sites is $A=0.7815$, against 0.7811 from the formula. The difference has a simple source. At energy $\varepsilon$ the chain velocity is $v\sqrt{1-(\varepsilon/2t_0)^2}$; for $\varepsilon=0.3$ eV it is 0.12\,\% below $v$. This raises $s$ by 0.0018 and $A$ by $0.219\times0.0018=0.0004$. A sheet ending at 100 nm gives $A=0.9523$ on the lattice.

If both edges are switched on from one atomic row to the next, the strip of 939 rows gives $R=1.6\times10^{-4}$. One row more gives $3.9\times10^{-4}$, because it shifts the relative phase of the two edge reflections by nearly $\pi$. Zero reflection is thus a statement of the Dirac equation, which presumes profiles smooth on the atomic scale.

\subsection{Angles and temperature}

Solving the strip with abrupt edges at finite angle gives $R=0.042$, $A=0.760$ at $30^\circ$ and $R=0.172$, $A=0.695$ at $60^\circ$. A single interface would reflect 0.0355 and 0.2208. Neglecting $\eta$ beside 0.3 eV, the small-angle form of $r_1$ gives $R\approx\sin^2\varphi/9=0.028$ at $30^\circ$, about a fifth below the full interface value.

A wide channel supplies modes evenly spaced in $k_y$, so the mean over incoming modes is $\frac12\int A\cos\varphi\,d\varphi$ from $-\pi/2$ to $\pi/2$. It is 0.731 at the Fermi energy. Weighting energies by the number of modes, proportional to $|E|$, and by $-df/dE$, with $f$ the Fermi function at 300 K, gives 0.728. Both means hold for a band shift that sets in abruptly. If it rises as a hyperbolic tangent from 10 to 90\,\% over about 11 nm, centred on the metal edge where $\eta$ still starts abruptly, the mean reflection drops from 0.087 to 0.025 and the mean absorption at the Fermi energy is 0.77; a linear ramp of the same width gives 0.76. This gain requires channel and covered graphene to be doped with the same sign. With opposite doping a wider rise increases the reflection: for $E=-0.1$ eV and $U=-0.4$ eV the mean falls from 0.67 with an abrupt shift to 0.52 with the 11 nm rise. At normal incidence temperature has no effect through energy averaging, because $A$ does not depend on $E$ when $\eta$ is constant.

\subsection{Trigonal warping}

Along the zigzag direction the three neighbours are displaced by 0 and $\pm a/2$. The band is $|\varepsilon|=t_0|1+2\cos(ka/2)|$, with speed $t_0a|\sin(ka/2)|/\hbar$. At $|\varepsilon|=0.3$ eV, $\cos(ka/2)=(-1\pm0.097)/2$, and the speed is $1.0303v$ or $0.9655v$ on the two sides of the Dirac point. For weak loss the exponent scales inversely with speed, so $A$ becomes 0.771 or 0.793. This estimate changes the speed alone and leaves out scattering between valleys.

\subsection{Coupling to one sublattice}

With $\delta=\eta$ and $E-U=0.3$ eV, $R=1.0\times10^{-4}$ and $A=0.781$: doping protects the result even for this extreme imbalance of $\eta$, provided the band shift is equal on both sublattices. Unequal coupling can also make the real shifts unequal, $U_{A,B}=U\pm m$. For $m=\pm0.05$ eV, $R$ rises to between 0.008 and 0.009 and $A$ moves to 0.83 or 0.72, depending on the sign. Moving the covered Dirac point to $E=U$, at the same mean $\eta$, gives $R=0.186$, $T=0.323$ and $A=0.491$, as Eq.~(\ref{half}) requires for $s=1.519$.

\subsection{Disorder under the metal}

As an estimate, replace the wave by incoherent streams $F$ to the right and $B$ to the left. Each is absorbed at the rate $\alpha=2\eta/(\hbar v)$ per length and turned back at the rate $\beta$ per length:
\begin{equation}
F'=-(\alpha+\beta)F+\beta B,\qquad B'=(\alpha+\beta)B-\beta F .
\end{equation}
Differentiating the second equation and using both gives $B''=[(\alpha+\beta)^2-\beta^2]B=\kappa^2B$, with $\kappa^2=\alpha^2+2\alpha\beta$. Since $B(L)=0$, $B=C\sinh\kappa(L-x)$. The second equation then yields
\begin{equation}
F=\frac C\beta\left[(\alpha+\beta)\sinh\kappa(L-x)+\kappa\cosh\kappa(L-x)\right].
\end{equation}
Setting $F(0)=1$ gives $C=\beta/D$ with $D=\kappa\cosh\kappa L+(\alpha+\beta)\sinh\kappa L$, so
\begin{equation}
R=B(0)=\frac{\beta\sinh\kappa L}{D},\qquad T=F(L)=\frac{\kappa}{D}.
\end{equation}
For a rough backscattering length $1/\beta=100$ nm, $R=0.205$, $T=0.095$ and $A=0.700$. Disorder lengthens some paths but also sends electrons back out before they are absorbed; here the net effect is a lower absorption than the 0.781 of the clean strip. The streams represent all scattering as forward or backward, so the number indicates a size and no more.

\section{Relation to real contacts}

The parameters are round values meant for a weakly bonded metal lying on graphene, where the Dirac cone largely survives. The coupling $\eta$ is the least certain input: it is assumed here, not computed or measured for any metal. As a measure of sensitivity, not of its uncertainty, 50\,\% less or more moves $A$ to 0.532 or 0.898. For a covered length of several hundred nanometres and the same $\eta$, this model gives nearly full absorption at normal incidence. Real devices also break the assumptions of a clean sheet and a single direction. Taken separately, these lower the example from 0.78 to about 0.70 and, for an abrupt band shift, 0.73; the changes need not add. The small cost of oblique incidence relies on the covered graphene being more strongly doped than the channel. For $E=0.3$ eV and $U=0.2$ eV, modes with $\hbar v|k_y|>|E-U|$, two thirds of the total, are evanescent under the metal, and the mean over modes falls to about 0.3 although normal incidence still gives 0.78. For strongly bonded metals, whose orbitals rebuild the graphene bands, a constant scalar self-energy is not a justified starting point.

Making the contact a few $\ell$ long is therefore enough for nearly full absorption near normal incidence when the sheet is clean, $\hbar v|k_y|$ and any difference between the sublattices in coupling or band shift are small beside $|z|$, and the metal acts as a sink. If channel and covered graphene have opposite doping, the band shift must also be steep, because an oblique wave decays where $E-U$ passes through zero. For $E=-0.1$ eV, $U=-0.4$ eV and $\eta=5$ meV, a strip $5\ell$ long absorbs 0.98 at $10^\circ$ with an abrupt shift, but 0.78 if the shift rises from 10 to 90\,\% over 55 nm, centred on the metal edge. Nearly neutral graphene under the metal leaves only a very narrow range of angles: with $E=U=0.1$ eV and $\eta=5$ meV, a strip $5\ell$ long with an abrupt shift absorbs 0.66 at $5^\circ$. Coherent return from the metal and interaction-induced band changes have not been sized here. The numerical output below lists the parameters and the main results.

\section*{Computed results}
\begin{verbatim}
velocity v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
eta = 5.0 meV
covered length L = 100 nm
channel Fermi energy = 0.10 eV
band shift U = -0.20 eV
E - U under metal = 0.30 eV
temperature = 300 K, kT = 25.85 meV
absorption length hbar v/(2 eta) = 65.82 nm
lifetime hbar/(2 eta) = 65.82 fs
exponent 2 eta L/(hbar v) = 1.5193
normal incidence: T = 0.2189, A = 0.7811
A at L = 25 nm: 0.3160
A at L = 50 nm: 0.5322
A at L = 200 nm: 0.9521
A at L = 400 nm: 0.9977
length for 90 % absorption = 151.6 nm
nonuniform strip: T integrated = 0.209717
nonuniform strip: T formula = 0.209717
lattice bond = 0.142 nm, hopping = 3.090 eV
lattice edge width parameter = 1.0 nm
lattice, smooth edge: R = 4.9e-22
lattice, smooth edge: A = 0.7815
formula for that lattice strip: A = 0.7811
lattice, abrupt edge: R = 1.6e-04, A = 0.7815
ended sheet, lattice: R = 0.0477, A = 0.9523
ended sheet, formula at L: A = 0.9521
strip at 30 deg: R = 0.0420, T = 0.1982, A = 0.7598
one interface at 30 deg: R = 0.0355
strip at 60 deg: R = 0.1720, T = 0.1333, A = 0.6947
one interface at 60 deg: R = 0.2208
mode-averaged A at Fermi energy = 0.7313
mode- and thermally averaged A = 0.7276
one sublattice, E-U = 0.3 eV: R = 1.0e-04
one sublattice, E-U = 0.3 eV: A = 0.7809
one sublattice, E=U: R = 0.1864
one sublattice, E=U: T = 0.3230
one sublattice, E=U: A = 0.4907
warped velocity / v = 1.0303 and 0.9655
A with warped velocity = 0.7711 and 0.7927
backscattering length (rough) = 100 nm
with disorder: R = 0.2050, T = 0.0948
with disorder: A = 0.7001
A for eta lower by 50 % = 0.5322
A for eta higher by 50 % = 0.8976
\end{verbatim}
